# Racemization of tris-chelates: excess decays at twice the inversion rate

## 1. From single-molecule inversion to the decay of the excess

A resolved tris-chelate, one in which one mirror-image form predominates, is kept in warm solution before use. Its optical rotation falls although the compound stays chemically intact. The molecules are changing hand, and the rotation supplies a decay constant. A comparison with a barrier calculated for direct passage from one form to the other needs a different quantity: the chance per unit time that one given molecule changes hand. The two differ by a factor of two, which has to be placed correctly.

### The two forms

Let the complex be \(M(AA)_3\), with three identical, achiral, symmetrical two-toothed ligands on an octahedral metal centre. Symmetrical means that a half-turn about the line from the metal through the middle of the ligand exchanges its two donor atoms and leaves the ligand unchanged. Conformations of the ligand backbone are assumed to average out much faster than the complex inverts.

Label the donor sites \(\pm x,\pm y,\pm z\). A ligand spans two adjacent sites and cannot reach two opposite ones. Six sites can be paired in \(5\cdot3\cdot1=15\) ways. One of these uses three opposite pairs. Exactly one opposite pair occurs in \(3\cdot2=6\) ways: choose the pair, then join the other four sites in one of the two ways without an opposite pair. Two opposite pairs force the third. Hence \(15-1-6=8\) pairings remain.

One of them is
\[
P=\{(+x,-y),\,(+y,-z),\,(+z,-x)\}.
\]
The rotation \(x\to y\to z\to x\) about the diagonal \((1,1,1)\) preserves \(P\). So does the half-turn \((x,y,z)\to(-y,-x,-z)\), which is perpendicular to that diagonal. Together they generate all six rotations of the octahedron that keep the diagonal line in place. Inversion through the centre turns \(P\) into
\[
P'=\{(-x,+y),\,(-y,+z),\,(-z,+x)\},
\]
which has the same axis but different pairs. A rotation from \(P\) to \(P'\) would have to keep the axis in place, and every such rotation leaves \(P\) unchanged. No rotation therefore connects them. An octahedron has four such axes, one through each pair of opposite faces. Each carries one copy of \(P\) and one of \(P'\), which accounts for all eight pairings. There are two stereoisomers, mirror images of each other, called \(\Delta\) and \(\Lambda\). Which name belongs to \(P\) does not matter below.

With unsymmetrical ligands, enumeration gives four stereoisomers, a facial and a meridional mirror pair. Inversion can then be coupled to facial–meridional exchange. The two differences between mirror partners obey two coupled linear equations, which in general have two decay constants. The single-exponential law derived here is for symmetrical ligands.

### One constant for both directions

Let \(k\) be the probability per unit time that a \(\Delta\) molecule becomes \(\Lambda\). This is the one-way inversion constant, labelled k_inv in the numerical output. It is assumed to be memoryless: the chance of inversion does not depend on how long the molecule has had its present hand. This holds when motion within one form is fast compared with inversion.

Reflect every atomic path from \(\Delta\) to \(\Lambda\) in a mirror. The result is a path from \(\Lambda\) to \(\Delta\). Electromagnetic forces give both paths the same energies, and an achiral medium gives them the same statistical weight. The reverse constant is therefore also \(k\). The tiny energy difference due to the weak nuclear force is neglected.

The medium must also be dilute. In concentrated solution the neighbours of a complex are themselves chiral, so a solution with an excess of one hand is not an achiral medium. This effect is estimated below.

### The rate equations

Let \(c_\Delta\) and \(c_\Lambda\) be the concentrations, and let \(\ell\) be a first-order decomposition constant, equal for both forms. The volume is fixed. Each form loses molecules by inversion and decomposition and gains those that invert from the other form:
\[
\dot c_\Delta=-(k+\ell)c_\Delta+k c_\Lambda,\qquad
\dot c_\Lambda=k c_\Delta-(k+\ell)c_\Lambda .
\]
Define the sum \(S=c_\Delta+c_\Lambda\) and the difference \(D=c_\Delta-c_\Lambda\). Adding the equations cancels the inversion terms, since inversion creates and destroys no complex:
\[
\dot S=-\ell S .
\]
Subtracting the second from the first gives
\[
\dot D=-(k+\ell)c_\Delta+kc_\Lambda-kc_\Delta+(k+\ell)c_\Lambda
=-(2k+\ell)D .
\]
One \(k\) comes from the loss of \(\Delta\), the other from the gain of \(\Lambda\). A single inversion from \(\Delta\) to \(\Lambda\) lowers \(D\) by two molecules.

The signed enantiomeric excess is \(\eta=D/S\), positive when \(\Delta\) predominates. The quotient rule gives
\[
\dot\eta=\frac{\dot D}{S}-\frac{D\dot S}{S^2}
=-(2k+\ell)\eta+\ell\eta=-2k\eta .
\]
Therefore, at constant temperature,
\[
\boxed{\;\eta(t)=\eta_0e^{-k_{\rm rac}t},\qquad k_{\rm rac}=2k\;}
\]
The decomposition constant has cancelled because it removes the same fraction of each form.

As a test, the rate equations were propagated by matrix exponential. The decay constant of \(\eta\), taken over a finite time with decomposition present, was divided by the initial rate at which pure \(\Delta\) forms \(\Lambda\). The ratio was 2.0000.

The fraction of \(\Delta\) among the surviving complexes is \(x=c_\Delta/S=(1+\eta)/2\), so
\[
x(t)=\tfrac12+\left(x_0-\tfrac12\right)e^{-2kt}.
\]
For pure \(\Delta\) at the start, the \(\Lambda\) fraction is \((1-e^{-2kt})/2\). At short times this is \(kt\), as the meaning of \(k\) requires. At long times it tends to one half, because return inversions balance forward ones. Starting from one pure form, the initial slope of the other fraction thus gives \(k\), while the exponential constant of the same curve is \(2k\).

### The same factor from counting inversions

Let \(P_n(t)\) be the probability that a surviving molecule has inverted \(n\) times. It enters state \(n\) from \(n-1\) and leaves it at the next inversion:
\[
\dot P_n=kP_{n-1}-kP_n,\qquad P_{-1}=0,\quad P_0(0)=1 .
\]
An even number of inversions restores the original hand and an odd number reverses it. The mean remaining handedness is \(h=\sum_n(-1)^nP_n\). Since \(\sum_n(-1)^nP_{n-1}=-h\),
\[
\dot h=-kh-kh=-2kh,\qquad h=e^{-2kt}.
\]
Molecules that begin as \(\Delta\) contribute \(+h\) and those that begin as \(\Lambda\) contribute \(-h\), so \(\eta=\eta_0h\). The fraction that has never inverted obeys \(\dot P_0=-kP_0\) and is \(e^{-kt}\). It decays more slowly than the excess. At short times the reason is simple: \(h=P_0-P_1+P_2-\dots\simeq(1-kt)-kt\), since a molecule that has inverted once is both missing from \(P_0\) and counted with the opposite sign. Once \(kt\) is not small, the terms for repeated inversions are needed as well.

Random histories of 200000 molecules, with 0.50 inversions per molecule on average, gave a remaining excess of 0.3646. The law gives 0.3679, with a standard error of 0.0021 for this sample. The never-inverted fraction was 0.6050, against 0.6065 from the law.

### When the two hands are not equivalent

Suppose first that decomposition has different constants \(\ell_\Delta\) and \(\ell_\Lambda\), for instance on a chiral surface. Its contribution to the change of \(x=c_\Delta/S\) is
\[
\dot x_{\rm loss}=-\ell_\Delta x+x[\ell_\Delta x+\ell_\Lambda(1-x)]
=-(\ell_\Delta-\ell_\Lambda)x(1-x).
\]
With \(\eta=2x-1\) and \(x(1-x)=(1-\eta^2)/4\), the full equation becomes
\[
\dot\eta=-2k\eta-\tfrac12(\ell_\Delta-\ell_\Lambda)(1-\eta^2).
\]
The simple law returns when the two loss constants agree.

Now let a chiral medium give different inversion constants, \(k_1\) for \(\Delta\to\Lambda\) and \(k_2\) for \(\Lambda\to\Delta\), with equal losses. From \(\dot x=-k_1x+k_2(1-x)\) and \(x=(1+\eta)/2\),
\[
\dot\eta=2\dot x=(k_2-k_1)-(k_1+k_2)\eta .
\]
The relaxation constant is the sum \(k_1+k_2\), which reduces to \(2k\) when the constants are equal. The excess relaxes to \(\eta_\infty=(k_2-k_1)/(k_1+k_2)\). If \(\Lambda\) lies above \(\Delta\) by a free energy \(g\), equilibrium requires \(k_1/k_2=e^{-g/k_BT}\). Dividing numerator and denominator by \(\sqrt{k_1k_2}\) gives
\[
\eta_\infty=\frac{e^{g/2k_BT}-e^{-g/2k_BT}}{e^{g/2k_BT}+e^{-g/2k_BT}}
=\tanh\frac{g}{2k_BT}.
\]

A concentrated solution can be estimated in the same way. Assume that its own excess produces a small bias \(g=a\eta\), shared equally between the directions: \(k_1=ke^{-g/2k_BT}\), \(k_2=ke^{g/2k_BT}\). To first order in \(a/k_BT\), \(k_2-k_1=ka\eta/k_BT\) and \(k_1+k_2=2k\), so
\[
\dot\eta=-2k\left(1-\frac{a}{2k_BT}\right)\eta .
\]
In this model, neighbours that favour their own hand slow the decay. The factor two then no longer relates the observed decay to the dilute constant \(k\).

### Inversion through an achiral intermediate

A ligand may release one donor atom. The square pyramid left behind is still chiral, but it can rearrange to a trigonal bipyramid with the half-released ligand in an axial position, which is achiral. Let \(I\) be this achiral intermediate, \(k_o\) the constant for reaching it from either form, called opening below, and \(k_c\) the constant for closing to one given hand. Mirror symmetry makes the two closing constants equal. Without decomposition,
\[
\dot c_\Delta=-k_oc_\Delta+k_cc_I,\qquad
\dot c_\Lambda=-k_oc_\Lambda+k_cc_I .
\]
Subtraction removes the intermediate and gives \(\dot D=-k_oD\), with no factor two. When closing is fast, the law is still obeyed, because \(k_o\) is not the one-way inversion constant: an opened molecule can close to its original hand.

Let \(t_\Delta\) be the mean time for a \(\Delta\) molecule to become \(\Lambda\), and \(t_I\) the same time counted from the intermediate. The wait for opening is \(1/k_o\). The wait for closing is \(1/(2k_c)\), after which half of the molecules are \(\Delta\) again:
\[
t_\Delta=\frac1{k_o}+t_I,\qquad
t_I=\frac1{2k_c}+\frac12t_\Delta .
\]
Substituting the second equation into the first and multiplying by two gives
\[
t_\Delta=\frac2{k_o}+\frac1{k_c}.
\]
For \(k_c\gg k_o\), the one-way constant is \(k=1/t_\Delta\simeq k_o/2\), and \(D\) decays at \(k_o=2k\). The computed product \(k_ot_\Delta\) is 2.0020 for \(k_c/k_o=500\) and 3.0000 for \(k_c=k_o\). In the second case the intermediate holds a sizeable part of the material, and a two-state description is no longer valid.

## 2. Barrier, worked example and use

The symbols carried over are the one-way inversion constant \(k\), the signed excess \(\eta=(c_\Delta-c_\Lambda)/(c_\Delta+c_\Lambda)\), its decay constant \(k_{\rm rac}=2k\), and the equal decomposition constant \(\ell\). The difference \(D=c_\Delta-c_\Lambda\) decays at \(2k+\ell\). If an achiral intermediate is reached at \(k_o\) and closes quickly, then \(k=k_o/2\).

### Inversion by a continuous twist

A chelate can also invert without breaking a bond. One triangle of donor atoms turns against the opposite one, through a trigonal prism that is achiral. Here the factor two can be obtained without assuming rate equations.

Let \(q\) be a scaled twist coordinate, with the two forms at \(q=\pm1\) and the prism at \(q=0\). Let \(U(q)\) be the free energy in units of \(k_BT\), symmetric in \(q\), and let the motion be diffusion with constant \(D_q\). In a short time \(dt\), the mean displacement is \(-D_qU'dt\) and the mean squared displacement is \(2D_qdt\). The mean of any smooth function \(f(q)\) therefore changes at the mean value of
\[
Lf=D_q(f''-U'f')=D_qe^{U}\left(e^{-U}f'\right)' .
\]

The mean time \(\tau(q)\) to reach \(+1\) falls by \(dt\) during \(dt\), so \(L\tau=-1\). Define \(F(q)=\int_{-\infty}^{q}e^{-U}dz\) and \(Z=F(\infty)\). Integrating from the far left, where there is no flux, gives \(e^{-U}\tau'=-F/D_q\). A second integration with \(\tau(1)=0\) gives
\[
\tau(-1)=\frac1{D_q}\int_{-1}^{1}e^{U(q)}F(q)\,dq
=\frac{Z}{D_q}\int_0^1e^{U}dq .
\]
The last step pairs \(q\) with \(-q\) and uses \(F(q)+F(-q)=Z\), which follows from the symmetry of \(U\).

The slowest antisymmetric relaxation has a function \(\psi\) with \(L\psi=-\lambda\psi\), \(\psi(0)=0\) and the normalization \(\psi(1)=1\). Integrating this equation from \(q\) to the far right gives
\[
D_qe^{-U}\psi'=\lambda G(q),\qquad
G(q)=\int_q^\infty e^{-U}\psi\,dz .
\]
Integrating \(\psi'\) from 0 to 1 then gives \(1=(\lambda/D_q)\int_0^1e^UG\,dq\), so that
\[
\lambda\tau(-1)=\frac{Z\int_0^1e^Udq}{\int_0^1e^UG\,dq}.
\]
For a high barrier, \(e^U\) is concentrated near the top, where \(G\) is close to \(Z/2\), because \(\psi\) is nearly one throughout the right-hand well. The product tends to two. In this limit \(\psi\) measures the hand of the molecule, so \(\lambda=k_{\rm rac}\), and \(k=1/\tau(-1)\).

The mean time to the top is \(D_q^{-1}\int_{-1}^0e^UF\,dq\). Near the top \(F\simeq Z/2\), so this time tends to \(\tau(-1)/2\), and its product with \(\lambda\) tends to one. Molecules first reach the prism at the rate \(2k\) and fall to either side with equal probability.

For \(U=B(1-q^2)^2\) and \(B=10\), the computed products are 2.0002 for the far well and 1.0000 for the top. For \(B=3\), the first product is 2.1477. By the formula above, the average of \(G\) weighted with \(e^U\) is then \(2/2.1477=0.93\) of \(Z/2\): the barrier is too low for a sharp division into two states.

### Barrier and rate constant

With activation enthalpy \(H\) and activation entropy \(\Sigma\) for one-way inversion, the Eyring equation is
\[
k=\frac{k_BT}{h}\exp\left(-\frac{H-T\Sigma}{k_BT}\right).
\]
It assumes that every crossing of the barrier top succeeds. Recrossing multiplies \(k\) by a factor below one, the same in both directions, so \(k_{\rm rac}/k\) remains two.

If \(k_{\rm rac}\) is inserted in place of \(k\), the fitted enthalpy is unchanged, because a constant factor does not alter the temperature dependence. The fitted entropy is too large by \(k_B\ln2=0.06\) meV/K. At 380 K the free-energy barrier is then too low by \(k_BT\ln2=0.03275\times0.693=0.023\) eV. This applies to direct passage over one barrier. If inversion runs through a quickly closing achiral intermediate, the barrier calculated for reaching that intermediate gives \(k_o\), which is to be compared with \(k_{\rm rac}\) itself. In either case the constants of equivalent paths add. Any of the six equivalent donor atoms can open, for instance, so a constant calculated for one donor must be multiplied by six, unless symmetry numbers in the calculation already include this count.

### Worked example

The parameters are round model values: \(H=1.50\) eV, \(\Sigma=0.40\) meV/K, \(T=380\) K and \(\eta_0=0.98\). The initial composition is 0.990 \(\Delta\) and 0.010 \(\Lambda\). The activation free energy is
\[
1.50-380\times0.00040=1.348\ \text{eV}.
\]
With \(k_BT=0.03275\) eV, the Eyring equation gives
\[
k=1.049\times10^{-5}\ {\rm s^{-1}},\qquad
k_{\rm rac}=2.097\times10^{-5}\ {\rm s^{-1}}=0.0755\ {\rm h^{-1}} .
\]
The digits serve to make the arithmetic traceable; the barrier does not justify them. The half-life of the excess is \(\ln2/0.0755=9.18\) h. After 6.0 h,
\[
\eta=0.98\,e^{-0.0755\times6.0}=0.98\,e^{-0.453}=0.623 .
\]
The surviving complex is then 0.81 \(\Delta\) and 0.19 \(\Lambda\). Using \(k\) as the decay constant would give 0.781 instead of 0.623. The time to reach \(\eta=0.50\) is
\[
t=\frac{\ln(0.98/0.50)}{0.0755}=8.91\ \text{h}.
\]
After 24 h the excess is 0.160.

With the same activation parameters at 300 K, \(k=4.1\times10^{-11}\) s\(^{-1}\) and the half-life is about 270 years. This is an extrapolation over 80 K. It supports the statement that inversion by this path is negligible during ordinary storage, but not a lifetime of that precision. A second path with a lower enthalpy could dominate at 300 K.

### Changing temperature

The step from \(\dot\eta=-2k\eta\) to an exponential does not need a constant \(k\). Dividing by \(\eta\) and integrating gives, for a known temperature history,
\[
\eta(t)=\eta_0\exp\left[-2\int_0^tk(T(t'))\,dt'\right].
\]
In a time-stepping calculation, multiply \(\eta\) by \(e^{-2k\,\delta t}\) in each step, with \(k\) at the mid-step temperature. The update is exact for any step length while \(T\) is constant. During a ramp, the step must be short enough that \(k\) changes little within it.

The sensitivity follows from \(\ln k=\ln T-H/(k_BT)+\text{constant}\):
\[
s=\frac{d\ln k}{dT}=\frac1T+\frac{H}{k_BT^2}
=\frac{H+k_BT}{k_BT\,T}
=\frac{1.533}{0.03275\times380}=0.123\ {\rm K^{-1}} .
\]
For linear cooling at a rate \(r\), treat \(\ln k\) as linear in temperature. The whole cooling period then counts as \(\int_0^\infty e^{-srt}dt=1/(sr)\) at the initial temperature. At 1 K/min this is about 8 min at 380 K, small beside a hold of 6 h.

### Extracting the constant from data

In dilute solution, and at a fixed measuring temperature and wavelength, optical rotation is proportional to \(D\) if the decomposition products are achiral. Its decay constant is \(k_{\rm rac}+\ell\). For an assumed \(\ell=1.0\times10^{-6}\) s\(^{-1}\), 2.1 % of the complex is lost in 6 h, and reading \(k_{\rm rac}\) directly from the rotation makes it 4.8 % too large. Dividing the rotation by an independent measure of \(S\) removes this error.

From two values of the excess,
\[
k=\frac{1}{2t}\ln\frac{\eta_0}{\eta(t)} .
\]
If \(\eta_0\) is well known and \(\eta(t)\) has a fixed absolute error \(\delta\), differentiation gives the relative error
\[
\frac{\delta k}{k}=\frac{\delta}{k_{\rm rac}t\,\eta(t)}
=\frac{\delta}{\eta_0}\,\frac{e^y}{y},\qquad y=k_{\rm rac}t .
\]
The derivative of \(e^y/y\) is \(e^y(y-1)/y^2\), so the minimum lies at \(y=1\). Under these conditions the best single sampling time is \(1/k_{\rm rac}\), here \(1/0.0755=13\) h. For \(\delta=0.01\), the relative error of \(k\) is 2.8 % at that time and 3.5 % at 6 h.

### Sizes of the neglected effects

An assumed barrier uncertainty of only 0.02 eV already outweighs the other items in this subsection. It is about the size of a misplaced factor two (0.023 eV) and smaller than an omitted path count of six (\(k_BT\ln6=0.059\) eV); an error of 0.1 eV would change \(k\) 21-fold. Lowering the barrier by 0.02 eV at 380 K multiplies \(k\) by 1.84. The excess after 6 h becomes \(0.98\,e^{-1.84\times0.453}=0.43\) instead of 0.62. A temperature 1 K higher raises \(k\) by 13.1 % and lowers the excess after 6 h to \(0.98\,e^{-1.131\times0.453}=0.59\).

A chiral bias of 1 meV leaves a final excess of 0.0153. This matters late in the decay. After 48 h the unbiased law gives 0.0261, whereas relaxation towards 0.0153 gives
\[
0.0153+(0.98-0.0153)\frac{0.0261}{0.98}=0.041 .
\]
A plot of \(\ln\eta\) against time then bends, and its late slope must not be read as \(2k\). If the bias instead comes from the excess itself, with \(a=1\) meV, the estimate of Section 1 gives a decay slower by \(0.001/(2\times0.03275)=1.5\) %.

Tunnelling can be estimated for a parabolic barrier top of wavenumber \(\tilde\nu\). Let \(w\) be the energy above the top divided by \(k_BT\), and \(u=hc\tilde\nu/k_BT\). Taking the standard transmission probability \(p(w)=1/(1+e^{-2\pi w/u})\) as given, the thermal factor is
\[
\kappa=\int e^{-w}p(w)\,dw=\int e^{-w}p'(w)\,dw .
\]
The second form follows by parts; the boundary terms vanish for \(u<2\pi\). The weight \(p'\) is a logistic distribution with mean zero and variance \(u^2/12\). Expanding \(e^{-w}\) to second order gives \(\kappa\simeq1+u^2/24\). For an assumed 200 cm\(^{-1}\), quadrature gives \(\kappa=1.024\). The correction acts equally in both directions and leaves the factor two intact.

For an achiral intermediate with an assumed lifetime \(1/(2k_c)=1\) μs, balance of opening and closing gives \(c_I/S=k_o/(2k_c)\). With \(k_o=k_{\rm rac}\) this ratio is \(2.1\times10^{-11}\), so the intermediate does not disturb the measured excess.

### Relation to real precursors

The example describes a model tris-chelate that inverts slowly enough to be followed over hours near 380 K. The activation values are round numbers chosen for illustration, not data for a particular compound and solvent. For a real complex they have to be measured or calculated. The decomposition constant, bias, barrier wavenumber and intermediate lifetime are assumptions used for sizing. A heated precursor vessel can depart from the model through uneven temperature and, for a melt or concentrated solution, through interactions between complexes. On the example's numbers, 1 K changes \(k\) by 13 %, and an interaction that lowers the barrier by 0.02 eV nearly doubles it. For such a vessel, \(k\) should be measured in the medium and at the concentration of use. The factor two may be applied there if the decay of \(\eta\) is a single exponential towards zero, the neighbour bias is shown to be small, both forms are lost with the same constant, whether by decomposition or evaporation, and no intermediate holds a sizeable part of the material. In a well-mixed vessel with uneven temperature the decay is still a single exponential, but \(k\) is then the average over the temperatures visited: for equal zones at 375 and 385 K it is 19 % above \(k\) at 380 K. The parameters of the worked example are listed in the numerical output.

## Computed values

```
cis pairings of six sites: 8
stereoisomers, symmetrical ligand: 2
same, mirror images merged: 1
stereoisomers, unsymmetrical ligand: 4
activation enthalpy: 1.50 eV
activation entropy: 0.40 meV/K
temperature: 380 K
k_B T: 0.03275 eV
activation free energy: 1.348 eV
k_inv: 1.049e-05 1/s
k_rac: 2.097e-05 1/s = 0.0755 1/h
ee decay constant / initial one-way rate: 2.0000
half-life of ee: 9.18 h
initial ee: 0.98
initial Delta, Lambda fractions: 0.990, 0.010
holding time: 6.0 h
ee after holding: 0.6230
Delta fraction after holding: 0.8115
Lambda fraction after holding: 0.1885
ee if factor 2 is forgotten: 0.7814
time to reach ee = 0.50: 8.91 h
ee after 12 h: 0.3960
ee after 24 h: 0.1600
ee after 48 h: 0.0261
k_inv at 300 K: 4.10e-11 1/s
half-life of ee at 300 K: 268 years
random histories: 200000 molecules
mean inversions per molecule: 0.50
ee, random histories: 0.3646
ee, law: 0.3679, standard error 0.0021
never inverted, random histories: 0.6050
never inverted, law: 0.6065
k_open*passage time, k_close/k_open=500: 2.0020
k_open*passage time, k_close/k_open=1: 3.0000
twist, 10 kT: relaxation rate*time to far well: 2.0002
twist, 10 kT: relaxation rate*time to top: 1.0000
twist, 3 kT: relaxation rate*time to far well: 2.1477
k factor for barrier lower by 0.02 eV: 1.84
k change for +1 K: 13.1 %
assumed k_loss: 1.0e-06 1/s
material lost in holding time: 2.14 %
k_rac error if read from rotation: 4.8 %
final ee for chiral bias of 1 meV: 0.0153
assumed barrier wavenumber: 200 1/cm
tunnelling factor on k_inv: 1.0243
assumed intermediate lifetime: 1 us
intermediate/chelate ratio: 2.1e-11
```
